Average Direct Diffuse Transmission to the Floor of an Infinite Trench

**Result and conventions**

A straight trench of width w, depth d and infinite length has vertical walls and a flat floor. Its aspect ratio is A = d/w. Neutral particles enter through the opening and fly in straight lines. The floor-averaged rate at which they arrive without having touched a wall, divided by the rate on an open flat surface, is

T(A) = √(1 + A²) − A.

Both rates are per unit area and unit time. The incoming flux Γ₀ is uniform over the opening, and its intensity (particles per unit time, solid angle and area normal to the flight direction) is the same for all downward directions. The flux through the opening then varies as cosθ per unit solid angle, θ being the angle from the vertical. This is what "diffuse" means here.

T counts direct arrivals. It also gives the total arrival, relative to the open surface, if every particle that hits a surface stays there; otherwise re-emitted particles must be added.

**First derivation: crossed strings**

*From three dimensions to the cross-section.* Let the intensity leaving a surface element dS₁ be I. The rate reaching dS₂ at distance r is

I cosθ₁ cosθ₂ dS₁ dS₂ / r²,

with both angles measured from the surface normals. The flux leaving dS₁ is the integral of I cosθ over a hemisphere, which is πI. Per unit flux, the exchange is therefore

cosθ₁ cosθ₂ dS₁ dS₂ / (πr²).

All surfaces run parallel to the trench, so their normals lie in the cross-section. Let ρ be the distance between two points projected on the cross-section, z their separation along the trench, and φ₁, φ₂ the projected angles from the normals. Then r² = ρ² + z² and cosθᵢ = (ρ/r) cosφᵢ. Summing over z gives the planar kernel

K = (ρ² cosφ₁ cosφ₂ / π) ∫ dz / (ρ² + z²)², with z from −∞ to ∞.

Put z = ρ tanα. Then dz = ρ dα/cos²α and (ρ² + z²)² = ρ⁴/cos⁴α, so the integral is

(1/ρ³) ∫ cos²α dα = π/(2ρ³), with α from −π/2 to π/2.

Hence

K = cosφ₁ cosφ₂ / (2ρ).

*Two properties of K.* First, K is symmetric. For two sides of lengths L₁ and L₂ in the cross-section, define the exchange

E₁₂ = ∫∫ K ds₁ ds₂ = E₂₁.

It is the rate from one side to the other, per unit length of trench and per unit emitted flux. Second, an element ds₂ subtends the angle dφ₁ = cosφ₂ ds₂/ρ at the first point, so K ds₂ = ½ cosφ₁ dφ₁. The integral of this from −π/2 to π/2 is 1. In a closed figure with flat sides and no obstruction, the exchanges of side 1 with all the others therefore add up to L₁. A flat side sends nothing to itself.

*The triangle.* For a triangle with sides L₁, L₂, L₃ these sums are

E₁₂ + E₁₃ = L₁
E₁₂ + E₂₃ = L₂
E₁₃ + E₂₃ = L₃.

Adding the first two and subtracting the third removes E₁₃ and E₂₃:

E₁₂ = (L₁ + L₂ − L₃)/2.

*The trench.* Draw the diagonal from the lower left corner to the upper right corner. Its length is D = √(w² + d²). The floor, the right wall and this diagonal form a triangle. A triangle is convex, so it contains every straight path from the floor to the right wall. The diagonal can thus serve as an imaginary third side without altering that exchange:

E(floor, right wall) = (w + d − D)/2.

The left wall has the same value by mirror symmetry. In the full rectangle the exchanges of the floor add up to w, so

E(floor, opening) = w − 2·(w + d − D)/2 = D − d.

The opening sends in the flux Γ₀, so the floor receives Γ₀(D − d) per unit length of trench. Its average arrival rate is Γ₀(D − d)/w, and

T = (D − d)/w = √(1 + A²) − A.

The name of the method comes from reading the result as lengths of string. Two crossed strings join opposite ends of floor and opening, with total length 2D. Two uncrossed strings run along the walls, with total length 2d. Half the difference is D − d.

*Unequal widths.* Let the floor have width b, let a centred opening have width o, and let their vertical distance be h. The figure is a symmetric trapezoid with diagonal C and slanted side S:

C = √[((b + o)/2)² + h²]
S = √[((b − o)/2)² + h²].

The same subtraction gives E(floor, opening) = b − (b + S − C) = C − S. The floor average is

T_trap = (C − S)/b.

**Second derivation: counting ray slopes**

Follow a particle downward from the opening. Per unit depth it moves by t across the trench and by u along it. Its direction is proportional to (t, u, 1), so

cosθ = 1/√(1 + t² + u²).

A patch dt du of a horizontal plane at unit depth lies at distance 1/cosθ and is tilted by θ to the line of sight. Its solid angle is dΩ = cos³θ dt du. The fraction of the entering flux in this range is

cosθ dΩ/π = dt du / [π(1 + t² + u²)²].

Integration over all u is the integral already done, with ρ² replaced by 1 + t². The distribution of lateral slopes is

p(t) = 1/[2(1 + t²)^(3/2)].

Its integral is ½ t/√(1 + t²) taken from −∞ to ∞, which is 1.

A particle entering at x, with 0 < x < w, reaches floor level at x + td. It misses both walls if 0 < x + td < w. The starting points that satisfy this have total length w − d|t|, so the fraction that gets through is 1 − A|t| for |t| < 1/A and zero for steeper lateral slopes. Since the entry points are uniform and the integrand is even in t,

T = ∫ (1 − At)/(1 + t²)^(3/2) dt, with t from 0 to 1/A.

The factor 2 from the two signs of t has cancelled the ½ in p. The two antiderivatives needed are

∫ dt/(1 + t²)^(3/2) = t/√(1 + t²)
∫ t dt/(1 + t²)^(3/2) = −1/√(1 + t²).

At the upper limit √(1 + t²) = √(1 + A²)/A. The first term therefore contributes 1/√(1 + A²), and the second contributes −A[1 − A/√(1 + A²)]. Together,

T = (1 + A²)/√(1 + A²) − A = √(1 + A²) − A.

**What each derivation assumes**

Both need straight flight, uniform entry, an infinite trench and a count restricted to first arrivals. They differ in what can be relaxed.

The string argument relies on the symmetric kernel K and on its unit angular sum, and both come from the cosine law. It does not need vertical walls, as the trapezoid shows. If the arriving intensity depends on direction, the differences of lengths in general no longer give the flux. An exception is an intensity that depends only on the angle to the trench axis: the directions projected on the cross-section then keep their cosine distribution.

The slope argument uses neither reciprocity nor a sum over surfaces. Its clear fraction 1 − A|t| does need vertical walls and equal widths. In return, the angular distribution enters through p(t) alone and can be replaced by another. End walls at a separation L are also easily included: the integrand over t and u gains the factor 1 − (d/L)|u|, or zero when this is negative.

**Local values and limits**

A floor point x sees the opening through slopes from −(w − x)/d to x/d. Integrating p(t) over this range gives the local arrival rate relative to Γ₀:

f(x) = ½ [x/√(x² + d²) + (w − x)/√((w − x)² + d²)].

At the centre and at a corner this becomes

f(w/2) = 1/√(1 + 4A²)
f(0) = 1/[2√(1 + A²)].

The ratio of centre to corner tends to 2 for a shallow trench, where a corner sees half of the sky, and to 1 for a deep one.

For a wall point at depth y, take an opening point at distance s from that wall. The two cosines are y/ρ and s/ρ, with ρ² = s² + y². The relative arrival rate is

g(y) = ∫ s y/(2ρ³) ds = ½ [1 − y/√(y² + w²)], with s from 0 to w.

It approaches ½ at the upper edge. Integrated over both walls, g gives w + d − D. With D − d on the floor the total is w, so every entering particle is accounted for.

For small A, √(1 + A²) ≈ 1 + A²/2, hence

T ≈ 1 − A + A²/2.

For the deep limit, multiply and divide by √(1 + A²) + A:

T = 1/[√(1 + A²) + A] ≈ 1/(2A).

The slopes explain this limit. Only the narrow range |t| < 1/A contributes, of width 2/A. There p ≈ ½ and the mean clear fraction is ½, and the product is 1/(2A). The next term of the expansion is −1/(8A³), so the limit is too high by about 1/(4A²) relative to T. At A = 3 it gives 0.1667 instead of 0.1623.

To find the aspect ratio for a required T, square T + A = √(1 + A²). The A² terms cancel and

A = (1 − T²)/(2T).

**Example: a titanium liner**

Titanium is sputtered in argon onto a trench with w = 200 nm and d = 600 nm, until the open surface carries 20 nm of film. Here A = 3, and

D = √(200² + 600²) nm = 632.46 nm
D − d = 32.46 nm
T = 32.46/200 = 0.162.

If all surfaces have the same sticking probability and film density, thickness is proportional to arrival rate. The direct model then gives an average floor film of 0.1623 × 20 nm = 3.2 nm, with 3.3 nm at the centre and 3.2 nm at the corners. The direct flux is nearly even across this floor. The walls catch the remaining 84 % of what enters.

If the average floor film must be 2 nm, then T = 0.1 and A = 0.99/0.2 = 4.95. At the same width and the same film on the open surface, this is a depth of 990 nm. The figure holds under the assumptions of the direct model.

**How far the real process departs from the model**

The process values below are rough: 20 mTorr of argon at 400 K, a titanium–argon cross-section σ of 0.5 nm², and a target 100 mm away. The gas density is n = P/(kT_g) = 4.8 × 10²⁰ m⁻³, where P is the pressure and T_g the gas temperature. For thermal titanium atoms the mean free path is

λ = 1/[nσ√(1 + m_Ti/m_Ar)] = 2.8 mm.

The depth is 2 × 10⁻⁴ of this, so collisions inside the trench are negligible. The target distance is 36 of these mean free paths, so thermal atoms scatter many times before arrival. Sputtered atoms, however, leave the target with several eV, where the cross-section is smaller. They need part of the distance to slow down, and a small fraction still arrives fast. At lower pressure or shorter distance this fraction grows and the thermal estimate no longer applies. This supports a broad angular distribution, but not a strict cosine law. Each change below is relative to T = 0.1623, with the other assumptions kept.

*Directed ions.* Suppose that 5 % of the metal flux consists of ions with vertical energy E = 20 eV and transverse temperature kT_i = 0.1 eV, and that they stick. Their lateral velocity has root-mean-square value √(kT_i/m) and their vertical velocity is √(2E/m). The slope is therefore Gaussian with spread √(kT_i/2E) = 0.050. The mean of |t| is √(2/π) times the spread, and the ion transmission is

T_ion = 1 − 3 × √(2/π) × 0.050 = 0.88.

This form requires the spread to be well below 1/A. The combined arrival is 0.05 × 0.880 + 0.95 × 0.1623 = 0.198, a rise of 22 %. With these assumed values it is the largest correction found here for titanium. It is proportional to the ion fraction and shrinks if the transverse ion temperature is higher or the ions collide while crossing the sheath.

*Forward-peaked neutrals.* An absorbing wafer depletes the metal vapour above it. Let the metal density there be n₀ + Gz at height z, and assume one speed v and isotropic scattering. In the diffusion approximation the upward one-way flux at the wafer is n₀v/4 − Gλv/6. Nothing returns from the wafer, so this vanishes and n₀ = (2/3)Gλ. The intensity arriving with μ = cosθ collects atoms scattered at all distances s along the line of flight, where the height is μs. Scattering there is proportional to the density n₀ + Gμs, and a fraction exp(−s/λ) of the atoms reaches the wafer without another collision. The mean of s under this exponential weight is λ, so the intensity is proportional to n₀ + Gμλ, that is, to μ + 2/3.

Random walks started five mean free paths above an absorbing wafer, and removed at ten, gave a mean arrival cosine of 0.711. The form μ + 2/3 gives 0.708 and the cosine law 0.667. Used in the slope integral, the form raises the floor arrival to 0.184, or by 13 %. Titanium is heavier than argon and keeps part of its direction in each collision, so isotropic scattering is itself a rough assumption.

*Narrowing of the mouth.* The upper wall edge receives half the open-surface flux, so it gains 10 nm of film per side while the open surface rises by 20 nm. Take o = 180 nm, b = 200 nm and h = 620 nm in the trapezoid formula. The transmission at the end of deposition is 0.142, a fall of 13 %. This treats the wall film as a straight taper whose narrowest point is at the top of the new film, and ignores growth of the floor. A real lip is rounded, with its narrowest point somewhat lower, so the figure is an estimate. It is the final rate; the loss in accumulated film is smaller, because the mouth starts at full width.

*Finite length.* For a trench 5000 nm long with end walls, the average over the whole floor is 0.150, a fall of 8 %.

*Incomplete sticking.* With a sticking probability of 0.9 on walls and floor, and diffuse re-emission of the rest, the floor arrival rises by 4 % to 0.169. With 0.1 it is 0.565, or 3.5 times T. The calculation divides the surfaces into strips that exchange particles. At sticking 0.5 it gave 0.228, and separate tracking of individual particles also gave 0.228.

These changes have different signs and are not simply additive. For strongly sticking titanium they leave the direct formula as an estimate good to some tens of per cent under the stated conditions. For a weakly sticking species, T is just the first-arrival part of the flux, and re-emission has to be solved for. The numerical output lists the values.

Values computed for the example and the checks

```
largest error of T in both integrations: 8.9e-16
A =  0.5: T = 0.6180, 1/(2A) = 1.0000
A =  1.0: T = 0.4142, 1/(2A) = 0.5000
A =  2.0: T = 0.2361, 1/(2A) = 0.2500
A =  3.0: T = 0.1623, 1/(2A) = 0.1667
A =  5.0: T = 0.0990, 1/(2A) = 0.1000
A = 10.0: T = 0.0499, 1/(2A) = 0.0500
trench width 200 nm, depth 600 nm, A = 3.0
diagonal D = 632.46 nm
D - d = 32.46 nm
average direct transmission T = 0.1623
share caught by both walls = 0.8377
local value at floor centre = 0.1644
local value at floor corner = 0.1581
film on open surface = 20.0 nm
average floor film = 3.25 nm
centre floor film = 3.29 nm
corner floor film = 3.16 nm
A for average film of 2.0 nm = 4.95
depth at that A = 990 nm
sticking 0.9: floor arrival 0.1687, change +3.9 %
sticking 0.1: floor arrival 0.565, ratio to T 3.48
sticking 0.5: strips 0.2279, tracking 0.2283
mean mu: cosine law 0.6667, forward form 0.7083, random walk 0.711
forward-peaked arrival: 0.1836, change +13.1 %
ion energy 20 eV, transverse kT 0.1 eV
ion slope spread = 0.0500, ion transmission = 0.880
ion fraction 0.05: arrival 0.1982, change +22.1 %
film at upper wall edge = 10.0 nm per side
narrowed mouth at end: 0.1419, change -12.6 %
trench length 5000 nm: 0.1498, change -7.7 %
argon 20 mTorr, 400 K, cross-section 0.50 nm2
gas density = 4.83e+20 m^-3
Ti mean free path = 2.79 mm
depth / mean free path = 2.1e-04
target distance 100 mm / mean free path = 36
```
